# Why Bulk 2H-MoS2 Has Inversion Symmetry When Its Layers Do Not

**Question.** A single layer of MoS$_2$ cut from a 2H crystal has no inversion centre, yet the crystal has them. Every layer of the crystal is the same non-centrosymmetric object as the isolated one. Where does the inversion symmetry come from, and does stacking such layers suffice to produce it?

**Answer.** Inversion in the crystal exchanges layers. It never has to map a layer onto itself, which is the one thing the layer cannot do. What makes the exchange possible is that successive 2H layers have opposite orientations, and that this pattern repeats. Stacking alone is not enough: layers stacked in parallel give a crystal without inversion.

The label "2H" describes a stacking with a two-layer period, so the single layer is more strictly called 1H. I take the structure as static, unstrained and ideal, and leave thermal motion, fields and surfaces to the end.

## The obstacle inside one layer

Let $L$ be the in-plane hexagonal lattice, with vectors $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(-\tfrac12,\tfrac{\sqrt3}{2})$. Define

$$\mathbf p=\tfrac13\mathbf a_1+\tfrac23\mathbf a_2=\left(0,\tfrac{a}{\sqrt3}\right).$$

Then $3\mathbf p$ belongs to $L$, but $\mathbf p$ and $2\mathbf p$ do not. The sign $\equiv$ means "equal up to a vector of $L$".

A layer is specified by its height $z$, a lateral position $\mathbf t$ and an orientation $s=\pm1$:

- Mo lies at $\mathbf t+s\mathbf p$, height $z$;
- S lies at $\mathbf t-s\mathbf p$, heights $z+h$ and $z-h$.

The two S atoms are vertically above one another. This is trigonal-prismatic coordination.

Put the layer at $z=0$ and suppose that it has an inversion centre with lateral position $\mathbf c$. Inversion must send the single Mo plane to itself, so the centre lies in that plane, and a lateral position $\mathbf r$ goes to $2\mathbf c-\mathbf r$. Mo must land on Mo:

$$2\mathbf c-(\mathbf t+s\mathbf p)\equiv\mathbf t+s\mathbf p
\quad\Rightarrow\quad 2\mathbf c\equiv2\mathbf t+2s\mathbf p .$$

The upper S must land on a lower S, which has the same lateral position:

$$2\mathbf c-(\mathbf t-s\mathbf p)\equiv\mathbf t-s\mathbf p
\quad\Rightarrow\quad 2\mathbf c\equiv2\mathbf t-2s\mathbf p .$$

Subtracting gives $4s\mathbf p\equiv0$. Since $4\mathbf p=3\mathbf p+\mathbf p\equiv\mathbf p$, this would put $\mathbf p$ in $L$, which is false. The layer has no inversion centre.

The fault lies in the prismatic arrangement, not in the chemical formula. In the octahedral 1T layer, with Mo at $0$, upper S at $\mathbf p$ and lower S at $-\mathbf p$, inversion about Mo exchanges the two S planes and succeeds.

The failure also has a size. Let $D(\mathbf x)$ be the distance from $\mathbf x$ to the nearest point of $L$. For a trial centre $\mathbf c$, the lateral misses of Mo and S are $D(\mathbf x)$ and $D(\mathbf y)$, with

$$\mathbf x=2\mathbf c-2\mathbf t-2s\mathbf p,\qquad
\mathbf y=2\mathbf c-2\mathbf t+2s\mathbf p .$$

Their difference is $\mathbf y-\mathbf x=4s\mathbf p\equiv s\mathbf p$. The point $\mathbf p$ is the centre of a lattice triangle, so $D(s\mathbf p)=a/\sqrt3$. The triangle inequality then gives

$$\frac{a}{\sqrt3}\le D(\mathbf x)+D(\mathbf y),$$

and the larger miss is at least $a/(2\sqrt3)$. Moving the centre out of the Mo plane cannot reduce these lateral distances. The bound is reached in the Mo plane with $\mathbf x=-s\mathbf p/2$, for which $\mathbf y\equiv s\mathbf p/2$.

## What inversion does to a whole layer

Now let the centre be anywhere, at $(\mathbf c,c_z)$. The Mo position becomes

$$2\mathbf c-\mathbf t-s\mathbf p=(2\mathbf c-\mathbf t)+(-s)\mathbf p,$$

and the S position becomes $(2\mathbf c-\mathbf t)-(-s)\mathbf p$. The result is again an MoS$_2$ layer, with

$$(s,\ \mathbf t,\ z)\ \longrightarrow\ (-s,\ 2\mathbf c-\mathbf t,\ 2c_z-z).$$

Inversion therefore reverses the orientation. A layer can be the inversion partner of an oppositely oriented layer, but not of a parallel one.

A half-turn about a vertical axis through $\mathbf c$ has the same lateral effect but leaves heights alone. It differs from inversion by a reflection $z\to-z$, and the MoS$_2$ layer is symmetric under reflection in its Mo plane. Hence a neighbour described as "rotated by 180°" is also an inverted neighbour.

This equivalence needs the mirror. If the two faces carried different atoms, half-turned neighbours would all keep the same face up, while inversion would turn that face down. Such a stack has no inversion centre. Inverting every second layer, instead of rotating it, restores the symmetry.

## The bulk crystal

Place layer $n$ at height $nd$. Let even layers have $s=+1$ and lateral position $0$, and odd layers $s=-1$ and lateral position $\mathbf t$. The 2H structure of MoS$_2$ is the case $\mathbf t=0$, where the S atoms of one layer are in line with the Mo atoms of the next.

Invert about the point $(\mathbf t/2,\ d/2)$. The height $nd$ becomes

$$2\cdot\tfrac d2-nd=(1-n)d,$$

so layer $n$ goes to the place of layer $1-n$. These two integers have opposite parity, as the reversal of $s$ requires. The lateral positions also agree, because $2(\mathbf t/2)-0=\mathbf t$ and $2(\mathbf t/2)-\mathbf t=0$. Every layer finds a partner, and the point is an inversion centre of the whole crystal.

Following this inversion by a lattice translation $\mathbf T$ gives an inversion about a point displaced by $\mathbf T/2$. Conversely, two inversions in succession make a translation by twice the separation of their centres, so there are no further centres. The primitive cell has edges $\mathbf a_1$, $\mathbf a_2$ and a vertical edge $2d$. Halving each edge independently gives $2^3=8$ centres per cell, at heights $d/2$ and $3d/2$. All lie midway between layers. None lies in a Mo plane, where inversion would have to map that layer onto itself.

The argument holds for any $\mathbf t$. Sliding all odd layers together by an arbitrary amount moves the centres but does not destroy them. A general slide does remove other symmetries, although special ones such as $\mathbf p$ and $2\mathbf p$ keep their number unchanged: for a slide of $(0.13,0.29)$ in lattice fractions, the number of point operations falls from 24 to 4. The survivors are the identity, inversion, reflection in a layer plane, and the product of the last two, a half-turn combined with a translation. Independent random slides in successive gaps, with no repeat after two layers, would in general destroy inversion too.

Parallel stacking fails whatever the lateral positions. If all layers have $s=+1$, inversion produces a crystal with all $s=-1$, which is a different arrangement. The 3R stacking, with parallel layers displaced successively by $\mathbf p$, is of this kind.

## Finite films, and why one good pair is not enough

In a film of $N$ layers, inversion reverses their order, $n\to N+1-n$. The transformation of a layer then requires, for every $n$,

$$s_{N+1-n}=-s_n,\qquad \mathbf t_n+\mathbf t_{N+1-n}\equiv2\mathbf c .$$

Conversely, if the signs obey the first condition and the position sums all agree modulo $L$, half their common value supplies $\mathbf c$.

For odd $N$, the middle layer would need $s=-s$, which is impossible. Films cut from 2H have alternating signs and equal positions, so they have inversion for even $N$ and lack it for odd $N$.

For $N=2$, two opposite layers have a centre at any lateral offset. A direct search over both orientations and three lateral positions per layer found inversion in 18 of 36 bilayers, as the rule gives: $2$ sign patterns times $3^2$ positions. For four layers it found 108 of 1296, or $2^2$ sign patterns times $3^3$ positions.

The sequence $+\,-\,-\,+$ shows the limit of an argument based on neighbours alone. Its first two layers, taken as a pair, have an inversion centre between them. The film does not, because its outer layers are parallel. The centre relating one pair must also relate all the other layers.

## A measurable consequence

Second-harmonic generation in the electric-dipole approximation follows $P_i=\chi_{ijk}E_jE_k$. Inversion reverses $\mathbf P$ and $\mathbf E$, so the left side changes sign and the right side does not. A structure with inversion must have $\chi_{ijk}=0$.

A geometric quantity with the same transformation law is the sum over Mo–S bonds in one in-plane cell,

$$T_{ijk}=\sum_{\text{bonds}}b_ib_jb_k .$$

It is not the susceptibility, but it shows how layers add. For $s=+1$, the lateral bond vectors have length $b=a/\sqrt3$ and $y$ components $b,-b/2,-b/2$. Each occurs twice, once for each S plane:

$$T_{yyy}=2b^3\left(1-\tfrac18-\tfrac18\right)=\tfrac32\left(\tfrac{a}{\sqrt3}\right)^3 .$$

Reversing $s$ reverses the sign. In a 2H film the layers cancel in pairs: the sum is zero for even $N$ and has the magnitude of one layer for odd $N$. The converse does not hold. In $+\,-\,-\,+$ the tensor also cancels, although the film has no inversion.

## Numbers for an MoS$_2$-like crystal

Take the rough lengths $a=0.32$ nm, $d=0.62$ nm and $h=0.16$ nm. The best trial centre in a monolayer still misses by

$$\frac{0.32\ \text{nm}}{2\sqrt3}=0.092\ \text{nm}.$$

The bulk centres lie at heights $0.31$ and $0.93$ nm, between Mo planes at $0$, $0.62$ and $1.24$ nm. The bond tensor of one layer is $T_{yyy}=0.00946$ nm$^3$.

These lengths are close to those of real MoS$_2$; the vibrational and optical inputs below are rough typical values. Three effects left out of the ideal static picture can be sized.

**Thermal motion.** For an oscillator of mass $m$ and frequency $\omega$, the mean energy $\hbar\omega(\bar n+\tfrac12)$ equals $m\omega^2\langle x^2\rangle$, where $\bar n=1/(e^{\hbar\omega/kT}-1)$. With a mass of 32 u, a quantum of 0.040 eV and $T=300$ K, the rms displacement is 0.005 nm per axis, about 18 times smaller than the misfit. This single oscillator omits soft collective modes, which would add to the motion and lower that ratio. Inversion in the warm crystal is a property of the average positions, not of each instantaneous arrangement.

**A normal field.** A gate or substrate can make the two layers of a bilayer unequal. A uniform internal field of 1 MV/cm, or 0.1 V/nm, gives a potential energy step of $0.1\times0.62=0.062$ eV between them, more than twice $kT=0.026$ eV at 300 K. The comparison indicates the size of the perturbation, not a threshold: any nonzero normal field removes the inversion symmetry, although the atoms have not moved. The resulting second-harmonic signal would require an electronic calculation.

**Light and surfaces.** In reflection, the pump travels down and the harmonic returns. Take first a simple model in which the layers, and the monolayer used as reference, are embedded in a medium of index $n_r=4$ for both waves, so that nothing is reflected at interfaces. With a pump wavelength $\lambda=800$ nm, the phase between adjacent layers is

$$\varphi=\left(2\,\frac{2\pi n_r}{\lambda}+\frac{2\pi n_r}{\lambda/2}\right)d
=\frac{8\pi n_rd}{\lambda}=0.078 .$$

Let the contribution of a layer to the reflected amplitude fall by a factor $e$ over 25 nm of depth, so that $\kappa=0.62/25=0.025$ per layer. Relative to a monolayer, and with equal layer sources, the bilayer amplitude is

$$\left|1-e^{i\varphi-\kappa}\right|=0.081,$$

an intensity of about 0.7% instead of zero. This value belongs to the embedded model. In a real bilayer, only 1.2 nm thick, the tangential field and its normal gradient are continuous with the outer media, so the substrate index replaces $n_r$ in $\varphi$ and the bulk attenuation hardly enters. The amplitude is then about $0.02$ for a free-standing bilayer and $0.03$ on silica (index 1.46), that is, intensities of about 0.04% and 0.08%. For a crystal much thicker than 25 nm, the alternating geometric series gives

$$\left|\sum_{n=0}^{\infty}(-1)^ne^{n(i\varphi-\kappa)}\right|
=\frac{1}{\left|1+e^{i\varphi-\kappa}\right|}=0.51 .$$

This is close to $\tfrac12$ because $\varphi$ and $\kappa$ are small. The intensity is about 26% of that of a monolayer embedded in the same medium. It does not contradict the symmetry of the bulk: a crystal with one illuminated surface is not mapped onto itself by inversion, and attenuation hides the far surface, whose contribution could cancel or reinforce that of the near one, depending on thickness. The 26% is not the ratio to a real monolayer. For a crystal in air, the pump field enters twice and the harmonic leaves once, each with a factor near $2/(1+n_r)=0.4$, so the amplitude is reduced by about $0.4^3=0.064$. The intensity becomes about 0.1% of that of a free-standing monolayer and about 0.3% of that of a monolayer on silica. Any difference between surface and inner layers is still left out, so these ratios are estimates. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
lattice constant a = 0.32 nm
layer spacing d = 0.62 nm
S plane height h = 0.16 nm
smallest inversion misfit, monolayer = 0.0924 nm
inversion in 1H layer: False
inversion in 1T layer: True
point operations, monolayer = 12
point operations, bulk 2H = 24
inversion centres per bulk 2H cell = 8
heights of centres = 0.31, 0.93 nm
heights of Mo planes = 0.00, 0.62 nm
lateral slide tested = (0.13, 0.29) fractions
point operations, slid bulk = 4
inversion in slid bulk: True
point operations, bulk 3R = 6
inversion in bulk 3R: False
unlike faces, neighbour half-turned, inversion: False
unlike faces, neighbour inverted, inversion: True
films of 1 layers with inversion = 0 of 6
films of 2 layers with inversion = 18 of 36
films of 3 layers with inversion = 0 of 216
films of 4 layers with inversion = 108 of 1296
2H film N=1: |T_yyy| = 0.00946 nm^3, inversion False
2H film N=2: |T_yyy| = 0.00000 nm^3, inversion True
2H film N=3: |T_yyy| = 0.00946 nm^3, inversion False
2H film N=4: |T_yyy| = 0.00000 nm^3, inversion True
2H film N=5: |T_yyy| = 0.00946 nm^3, inversion False
2H film N=6: |T_yyy| = 0.00000 nm^3, inversion True
film + - - +: largest |T| below 1e-12 nm^3: True, inversion False
temperature = 300 K
oscillator quantum = 0.040 eV
oscillator mass = 32 u
thermal rms displacement per axis = 0.0050 nm
misfit / rms displacement = 18.4
normal field inside bilayer = 1.0 MV/cm
potential energy step between layers = 0.062 eV
thermal energy kT = 0.0259 eV
pump wavelength = 800 nm
refractive index, both waves = 4.0
amplitude attenuation depth = 25 nm
phase between layers = 0.0779 rad
attenuation exponent per layer = 0.0248
bilayer / monolayer SH amplitude = 0.0807
bilayer / monolayer SH intensity = 0.0065
thick 2H / monolayer SH amplitude = 0.5066
thick 2H / monolayer SH intensity = 0.2566
```
